**Kubo velocity correlation: initial value and kinetic energy**

The program tests that the Kubo velocity correlation $K(t)$ of a confined particle starts at $kT/m$, and that its spectrum, weighted with $W=(\beta\hbar\omega/2)\coth(\beta\hbar\omega/2)$, gives the quantum kinetic energy. Here $m$ is the mass, $T$ the temperature, $\beta=1/kT$ and $\omega$ the angular frequency. For four potentials it evaluates the imaginary-time integral by quadrature and asserts the initial value, the mean square frequency $\langle V''\rangle/m$ and the bounds on the kinetic energy. The weighted result is asserted to agree with the kinetic operator and with the mass derivative of the free energy. For the tilted double well at 300 K all three give 42.89 meV, against a classical $kT/2$ of 12.93 meV. The classical correlation of the same well also starts at $kT/m$, but its weighted spectrum gives 49.89 meV. Two coupled coordinates have a vanishing Kubo cross term at time zero, although the ordinary one is finite. A free particle on a ring of 1 Å gives only 0.485 of $kT/m$, which shows that the result can fail on a ring, where multiplying by position destroys the periodicity of the wave function.

## Verification by program

```python
"""
Result under test, for H = p^2/2m + V(x) on the whole line:
  K(t) = (1/(beta Z)) int_0^beta dlam Tr[e^{-(beta-lam)H} v e^{-lam H} v(t)]
  (1) K(0) = kT/m for every V with a finite partition function Z
  (2) <p^2/2m> = (m/2) int dw/(2 pi) W(w) Ktilde(w),
      W(w) = (beta hbar w/2) coth(beta hbar w/2)
Also tested: the mean square frequency <V''>/m of the normalized spectrum,
the bounds on the kinetic energy that follow from it, and failure on a ring.
Symbols: v = p/m velocity, beta = 1/kT, Ktilde = Fourier transform of K.
Internal units: meV, angstrom, fs; mass in meV fs^2/angstrom^2.
"""
import numpy as np
from scipy import constants as const

MEV = const.e * 1e-3
HBAR = const.hbar / MEV * 1e15
KB = const.k / MEV
MASS = const.atomic_mass / (MEV * 1e-10)
TEMP = 300.0
KT = KB * TEMP
BETA = 1.0 / KT

nodes, gl_weights = np.polynomial.legendre.leggauss(200)
LAM = 0.5 * (nodes + 1.0)          # lambda / beta
LAM_W = 0.5 * gl_weights


def derivative_matrices(n, dx):
    """First and second derivative in a basis of sinc functions."""
    d = np.arange(n)[:, None] - np.arange(n)[None, :]
    sign = np.where(d % 2 == 0, 1.0, -1.0)
    safe = np.where(d == 0, 1, d)
    first = np.where(d == 0, 0.0, sign / (safe * dx))
    second = np.where(d == 0, -np.pi**2 / (3 * dx**2),
                      -2 * sign / (safe**2 * dx**2))
    return first, second


def weight(energy_gap):
    """W for a transition energy hbar*w in meV."""
    h = np.maximum(np.abs(BETA * energy_gap / 2), 1e-8)
    return h / np.tanh(h)


def kubo_factors(levels):
    """Imaginary-time average of the two Boltzmann factors, by quadrature."""
    e = BETA * (levels - levels[0])
    left = np.exp(-np.outer(1 - LAM, e))
    right = np.exp(-np.outer(LAM, e))
    return (left * LAM_W[:, None]).T @ right / np.exp(-e).sum()


DX = 0.025
X = np.arange(-64, 65) * DX
D1, D2 = derivative_matrices(len(X), DX)


def solve(potential, mass=MASS):
    kinetic = -HBAR**2 / (2 * mass) * D2
    levels, states = np.linalg.eigh(kinetic + np.diag(potential(X)))
    return levels, states, kinetic


def free_energy(potential, mass):
    levels = solve(potential, mass)[0]
    boltz = np.exp(-BETA * (levels - levels[0]))
    return levels[0] - KT * np.log(boltz.sum())


V0, D_WELL, TILT = 200.0, 0.4, 20.0
HW = 200.0
K_HARM = MASS * (HW / HBAR)**2


def double_well(x):
    return V0 * ((x / D_WELL)**2 - 1)**2 + TILT * x / D_WELL


def double_well_slope(x):
    return 4 * V0 * x / D_WELL**2 * ((x / D_WELL)**2 - 1) + TILT / D_WELL


def double_well_curv(x):
    return V0 * (12 * x**2 / D_WELL**4 - 4 / D_WELL**2)


cases = {
    "harmonic": (lambda x: 0.5 * K_HARM * x**2,
                 lambda x: K_HARM + 0 * x),
    "quartic": (lambda x: 1000 * x**4, lambda x: 12000 * x**2),
    "rippled": (lambda x: 4000 * x**2 + 150 * np.cos(12 * x),
                lambda x: 8000 - 21600 * np.cos(12 * x)),
    "double well": (double_well, double_well_curv),
}

# The weight as a series: each term is positive and concave in w^2.
n_series = np.arange(1, 200001)
for y in (0.3, 1.0, 4.0):
    series = 1 + 2 * np.sum(y**2 / (y**2 + (n_series * np.pi)**2))
    assert abs(series - y / np.tanh(y)) < 1e-4   # truncated tail of the sum

print(f"Temperature {TEMP:.0f} K, kT = {KT:.4f} meV, kT/2 = {KT/2:.4f} meV")
print(f"kT/m for 1 u = {KT/MASS:.6e} A^2/fs^2 = {KT/MASS*1e10:.5e} m^2/s^2")
print(f"Thermal time beta*hbar = {BETA*HBAR:.3f} fs")
print("Potential: K(0)/(kT/m), <v^2>/(kT/m), kinetic energy, upper bound (meV)")

for name, (pot, curv) in cases.items():
    levels, states, kinetic = solve(pot)
    pop = np.exp(-BETA * (levels - levels[0]))
    pop /= pop.sum()
    v2 = (HBAR / MASS * (states.T @ D1 @ states))**2
    factors = kubo_factors(levels)
    gap = levels[None, :] - levels[:, None]
    lines = factors * v2
    k0 = lines.sum()
    ke_weighted = 0.5 * MASS * np.sum(lines * weight(gap))
    ke_operator = np.sum(pop * np.einsum("in,ij,jn->n", states, kinetic,
                                         states, optimize=True))
    step = 1e-3
    ke_mass = -(free_energy(pot, MASS * (1 + step))
                - free_energy(pot, MASS * (1 - step))) / (2 * step)
    mean_curv = np.sum(pop * (curv(X) @ states**2))
    second_moment = np.sum(lines * (gap / HBAR)**2) / k0
    omega_rms = HBAR * np.sqrt(mean_curv / MASS)
    bound = 0.5 * KT * weight(omega_rms)

    assert abs(k0 * MASS / KT - 1) < 1e-6
    assert abs(ke_weighted / ke_operator - 1) < 1e-6
    assert abs(ke_weighted / ke_mass - 1) < 1e-5   # finite-difference error
    assert abs(second_moment * MASS / mean_curv - 1) < 1e-5
    assert KT / 2 < ke_operator < bound * (1 + 1e-6)
    if name == "harmonic":
        assert abs(ke_weighted / (HW / 4 / np.tanh(BETA * HW / 2)) - 1) < 1e-6
    # Ordinary versus Kubo line strengths for the low levels.
    low = slice(0, 8)
    g = gap[low, low] + np.eye(8)
    ratio = (pop[low, None] / factors[low, low])
    expected = BETA * g / (1 - np.exp(-BETA * g))
    off = ~np.eye(8, dtype=bool)
    assert np.allclose(ratio[off], expected[off], rtol=1e-8)
    print(f"  {name:12s} {k0*MASS/KT:.8f} {2*ke_operator/KT:.4f} "
          f"{ke_operator:.4f} {bound:.4f}")

# The loop ends on the double well, whose arrays are used from here on.
print(f"Double well: V0 = {V0:.0f} meV, d = {D_WELL} A, c = {TILT:.0f} meV")
for n in range(5):
    print(f"  level {n}: E = {levels[n]:.3f} meV, population {pop[n]:.6f}")
row, col = np.triu_indices(len(levels), 1)
share = 2 * lines[row, col] * MASS / KT
line_gap = gap[row, col]
part = 0.5 * KT * share * weight(line_gap)
order = np.argsort(-part)[:7]
print("Lines n-m: hbar*w (meV), share of K(0), W, kinetic part (meV)")
for i in order:
    print(f"  {row[i]}-{col[i]}: {line_gap[i]:.3f} {share[i]:.5f} "
          f"{weight(line_gap[i]):.4f} {part[i]:.4f}")
print(f"  all other lines: share {share.sum()-share[order].sum():.5f}, "
      f"kinetic part {part.sum()-part[order].sum():.4f} meV")
print(f"Kinetic energy from weighted lines = {ke_weighted:.5f} meV")
print(f"Kinetic energy from the operator   = {ke_operator:.5f} meV")
print(f"Kinetic energy from -m dF/dm       = {ke_mass:.5f} meV")
print(f"Equivalent temperature 2<p^2/2m>/k = {2*ke_operator/KB:.2f} K")
print(f"<V''> = {mean_curv:.2f} meV/A^2, hbar*Omega = {omega_rms:.3f} meV")

# Real-time road: K(t), damped by a Gaussian, transformed and weighted.
SIGMA = 2.0                      # line width in meV
DT = 0.5
times = np.arange(0, 6 * HBAR / SIGMA, DT)
freq = np.arange(0, 2501.0)      # hbar*w in meV, spacing 1 meV
cosines = np.cos(np.outer(freq, times) / HBAR)
window = np.exp(-0.5 * (SIGMA * times / HBAR)**2) * DT
window[0] *= 0.5


def spectral_energies(correlation):
    """Unweighted and weighted (m/2) * integral of the spectrum, in meV."""
    spectrum = 2 * cosines @ (window * correlation)
    measure = np.full(len(freq), 1 / (np.pi * HBAR))
    measure[0] *= 0.5
    plain = 0.5 * MASS * np.sum(measure * spectrum)
    weighted = 0.5 * MASS * np.sum(measure * spectrum * weight(freq))
    return plain, weighted


keep = share > 1e-10
k_time = KT / MASS * (np.cos(np.outer(times, line_gap[keep]) / HBAR)
                      @ share[keep])
plain_q, weighted_q = spectral_energies(k_time)
assert abs(plain_q / (KT / 2) - 1) < 1e-4
# The line width shifts the result by at most (beta*SIGMA)^2/12 of kT/2.
assert abs(weighted_q / ke_operator - 1) < 3e-4
print(f"From K(t), line width {SIGMA:.0f} meV: unweighted {plain_q:.4f} meV, "
      f"weighted {weighted_q:.4f} meV")

# Classical correlation of the same well, Boltzmann-sampled by quadrature.
x_start = np.arange(-1.0, 1.0001, 0.01)
x_weight = np.exp(-BETA * (double_well(x_start) - double_well(x_start).min()))
x_start, x_weight = x_start[x_weight > 1e-10], x_weight[x_weight > 1e-10]
z, z_weight = np.polynomial.hermite_e.hermegauss(32)
q = np.repeat(x_start, len(z))
vel = np.tile(z, len(x_start)) * np.sqrt(KT / MASS)
prob = np.outer(x_weight / x_weight.sum(), z_weight / z_weight.sum()).ravel()
start = prob * vel
k_classical = np.empty(len(times))
small = DT / 2
acc = -double_well_slope(q) / MASS
for i in range(len(times)):
    k_classical[i] = start @ vel
    for _ in range(2):
        vel = vel + 0.5 * small * acc
        q = q + small * vel
        acc = -double_well_slope(q) / MASS
        vel = vel + 0.5 * small * acc
plain_c, weighted_c = spectral_energies(k_classical)
assert abs(plain_c / (KT / 2) - 1) < 1e-3
assert abs(weighted_c - ke_operator) > 2.0
print(f"Classical K(0)/(kT/m) = {k_classical[0]*MASS/KT:.6f}")
print(f"Classical spectrum: unweighted {plain_c:.4f} meV, "
      f"weighted {weighted_c:.4f} meV")
print(f"Classical weighted minus true kinetic energy = "
      f"{weighted_c-ke_operator:.4f} meV "
      f"({100*(weighted_c/ke_operator-1):.2f} %)")

# Two coupled coordinates with unequal masses.
dx2 = 0.08
g2 = np.arange(-13, 14) * dx2
a1, a2 = derivative_matrices(len(g2), dx2)
one = np.eye(len(g2))
xx, yy = np.meshgrid(g2, g2, indexing="ij")
v_xy = 1200 * (xx**2 + yy**2) + 800 * xx * yy + 500 * xx**2 * yy**2
m1, m2 = MASS, 2 * MASS
h_xy = (-HBAR**2 / (2 * m1) * np.kron(a2, one)
        - HBAR**2 / (2 * m2) * np.kron(one, a2) + np.diag(v_xy.ravel()))
e_xy, u_xy = np.linalg.eigh(h_xy)
vx = HBAR / m1 * (u_xy.T @ np.kron(a1, one) @ u_xy)
vy = HBAR / m2 * (u_xy.T @ np.kron(one, a1) @ u_xy)
f_xy = kubo_factors(e_xy)
pop_xy = np.exp(-BETA * (e_xy - e_xy[0]))
pop_xy /= pop_xy.sum()
scale = KT / np.sqrt(m1 * m2)
kxx = np.sum(f_xy * vx**2) * m1 / KT
kyy = np.sum(f_xy * vy**2) * m2 / KT
kxy = np.sum(f_xy * vx * vy) / scale
plain_xy = np.sum(pop_xy[:, None] * vx * vy) / scale
assert abs(kxx - 1) < 1e-4 and abs(kyy - 1) < 1e-4 and abs(kxy) < 1e-4
assert abs(plain_xy) > 1e-2
print(f"Two coordinates, 1 u and 2 u: K_xx(0) m1/kT = {kxx:.6f}, "
      f"K_yy(0) m2/kT = {kyy:.6f}")
print(f"  cross terms over kT/sqrt(m1 m2): Kubo {abs(kxy):.1e}, "
      f"ordinary {plain_xy:.5f}")

# Free particle on a ring: v commutes with H, so K(0) is the plain <v^2>.
ring = {}
for length in (1.0, 2.0, 5.0):
    e_ring = HBAR**2 / (2 * MASS) * (2 * np.pi * np.arange(-300, 301)
                                     / length)**2
    b = np.exp(-BETA * e_ring)
    ring[length] = 2 * np.sum(b * e_ring) / b.sum() / KT
    print(f"Ring of length {length:.0f} A: K(0)/(kT/m) = {ring[length]:.6f}")
assert ring[1.0] < 0.9 and abs(ring[5.0] - 1) < 1e-6

print("PASS")
```

Printed output:

```
Temperature 300 K, kT = 25.8520 meV, kT/2 = 12.9260 meV
kT/m for 1 u = 2.494339e-04 A^2/fs^2 = 2.49434e+06 m^2/s^2
Thermal time beta*hbar = 25.461 fs
Potential: K(0)/(kT/m), <v^2>/(kT/m), kinetic energy, upper bound (meV)
  harmonic     1.00000000 3.8716 50.0437 50.0437
  quartic      1.00000000 1.3247 17.1235 17.3292
  rippled      1.00000000 2.5330 32.7416 41.8565
  double well  1.00000000 3.3185 42.8944 45.5729
Double well: V0 = 200 meV, d = 0.4 A, c = 20 meV
  level 0: E = 76.423 meV, population 0.793669
  level 1: E = 111.667 meV, population 0.203037
  level 2: E = 220.118 meV, population 0.003060
  level 3: E = 286.966 meV, population 0.000231
  level 4: E = 393.248 meV, population 0.000004
Lines n-m: hbar*w (meV), share of K(0), W, kinetic part (meV)
  0-2: 143.695 0.45996 2.8007 16.6513
  0-3: 210.543 0.23135 4.0744 12.1844
  0-4: 316.825 0.04667 6.1277 3.6965
  1-3: 175.299 0.07223 3.3981 3.1727
  1-2: 108.451 0.11147 2.1617 3.1147
  1-4: 281.581 0.02510 5.4462 1.7671
  0-5: 434.574 0.01003 8.4050 1.0901
  all other lines: share 0.04319, kinetic part 1.2177 meV
Kinetic energy from weighted lines = 42.89438 meV
Kinetic energy from the operator   = 42.89438 meV
Kinetic energy from -m dF/dm       = 42.89440 meV
Equivalent temperature 2<p^2/2m>/k = 995.54 K
<V''> = 7921.66 meV/A^2, hbar*Omega = 181.972 meV
From K(t), line width 2 meV: unweighted 12.9260 meV, weighted 42.8950 meV
Classical K(0)/(kT/m) = 1.000000
Classical spectrum: unweighted 12.9260 meV, weighted 49.8898 meV
Classical weighted minus true kinetic energy = 6.9954 meV (16.31 %)
Two coordinates, 1 u and 2 u: K_xx(0) m1/kT = 1.000000, K_yy(0) m2/kT = 1.000000
  cross terms over kT/sqrt(m1 m2): Kubo 3.1e-15, ordinary 0.21481
Ring of length 1 A: K(0)/(kT/m) = 0.484999
Ring of length 2 A: K(0)/(kT/m) = 0.999790
Ring of length 5 A: K(0)/(kT/m) = 1.000000
PASS
```
